\section*{When Vacancy Escape Freezes in a Cooling Film}

\section*{Question}

A semiconductor film of thickness $L=1000$ nm contains vacancies that can leave through its free surface. Their diffusivity is
\begin{equation}
D(T)=D_0e^{-E/kT},
\end{equation}
with $D_0=10^{-3}\ \mathrm{cm^2/s}$ and $E=1.9$ eV. The film cools steadily at $q=1$ K/s. Near what temperature does escape freeze, how does that temperature depend on the inputs, and how many vacancies are left behind?

\section*{Answer: two clocks}

The freezing scale is about 1380 K. It marks where escape begins to fail. It is not the temperature from which half of the vacancies originally present are retained, which is about 1270 K for the film considered here, with a surface that absorbs perfectly and vacancies it emits not counted. The first number follows from comparing two times, the second from solving the diffusion problem.

The model has one mobile species, initially uniform in depth. The free surface at $z=0$ absorbs every vacancy that reaches it, and the back interface at $z=L$ reflects. There are at first no traps, internal sinks or electric fields. Temperature is uniform through the film and $q=-dT/dt$ is positive.

The time needed to diffuse through the film is, up to a numerical factor that depends on geometry,
\begin{equation}
\tau_d=\frac{L^2}{D(T)} .
\end{equation}
Cooling sets the second time. Since $\ln D=\ln D_0-E/kT$,
\begin{equation}
\frac{d\ln D}{dt}=\frac{E}{kT^2}\frac{dT}{dt}=-\frac{Eq}{kT^2}.
\end{equation}
The inverse magnitude of this rate is the time in which $D$ falls by about a factor $e$:
\begin{equation}
\tau_c=\frac{kT^2}{Eq}.
\end{equation}
While $\tau_d\ll\tau_c$, vacancies cross the film before their mobility changes much. When $\tau_d\gg\tau_c$, mobility disappears first. The freezing scale $T^*$ is defined by $\tau_d=\tau_c$.

Put $x=E/kT$. Then $kT^2/E=E/(kx^2)$, and the condition becomes
\begin{equation}
\frac{L^2e^x}{D_0}=\frac{E}{kqx^2}.
\end{equation}
Multiplication by $D_0x^2/L^2$ gives
\begin{equation}
x^2e^x=A,\qquad A=\frac{D_0E}{kqL^2}.
\label{eq:condition}
\end{equation}
Both sides are positive, so we may take the positive square root and halve it:
\begin{equation}
\frac{x}{2}e^{x/2}=\frac{\sqrt A}{2}.
\end{equation}
The Lambert function $W$ is defined by $We^W=y$ for argument $y$. Hence
\begin{equation}
x=2W\!\left(\frac{\sqrt A}{2}\right),\qquad T^*=\frac{E}{kx}.
\end{equation}

For the numbers, $L=10^{-4}$ cm and $k=8.617\times10^{-5}$ eV/K, so
\begin{equation}
A=\frac{10^{-3}\times1.9}{8.617\times10^{-5}\times1\times10^{-8}}
=2.205\times10^9 .
\end{equation}
This gives $x=15.97$. The logarithm of Eq.~\eqref{eq:condition} confirms it by hand: $\ln A-2\ln x=21.51-5.54=15.97$. Therefore
\begin{equation}
T^*=\frac{1.9}{8.617\times10^{-5}\times15.97}\ \mathrm K
\simeq1380\ \mathrm K .
\end{equation}
At this temperature $D=1.16\times10^{-10}\ \mathrm{cm^2/s}$, and both clocks read 86 s.

\section*{How the scale moves}

Differentiate the logarithm of Eq.~\eqref{eq:condition}, $2\ln x+x=\ln A$:
\begin{equation}
\left(\frac2x+1\right)dx=d\ln A,
\qquad
\frac{dx}{x}=\frac{d\ln A}{x+2}.
\end{equation}
At fixed $E$, $T^*\propto1/x$, so $dT^*/T^*=-dx/x$. Since $A$ is proportional to $D_0/(qL^2)$,
\begin{equation}
dT^*=\frac{T^*}{x+2}\left(d\ln q+2\,d\ln L-d\ln D_0\right).
\end{equation}
The coefficient is $1380/17.97\simeq77$ K. Faster cooling and a thicker film raise the freezing scale; a larger prefactor lowers it. The dependence is logarithmic, but a factor of ten is not a small step. With the other inputs fixed, cooling at 0.1 K/s gives 1223 K and cooling at 10 K/s gives 1581 K. Changing $D_0$ to $10^{-2}$ or $10^{-4}\ \mathrm{cm^2/s}$ gives the same pair, because only the ratio $D_0/q$ enters.

The energy appears both in $A$ and in $T^*=E/kx$. At fixed $D_0$, $q$ and $L$,
\begin{equation}
\frac{dT^*}{T^*}=\frac{dE}{E}-\frac{dx}{x}
=\frac{x+1}{x+2}\frac{dE}{E}.
\end{equation}
The scale is thus nearly proportional to the barrier. For $E=1.8$ and 2.0 eV it is 1312 and 1449 K. An uncertainty of 0.1 eV therefore matters by about 70 K, and quoting $T^*$ to single kelvins would have no physical meaning.

If both faces absorb, symmetry makes the midplane reflecting. Each half is then a one-sided film of thickness 500 nm, for which $T^*=1281$ K. The geometry alone moves the estimate by 100 K.

\section*{How far a vacancy can still travel}

The local comparison of clocks can be replaced by the whole remaining cooling history. Define
\begin{equation}
\theta(T)=\frac1{L^2}\int D\,dt
=\frac{D_0}{qL^2}\int_0^T e^{-E/kT'}\,dT'.
\end{equation}
The minus sign in $dt=-dT'/q$ has been used to reverse the limits. Extending the integral to zero temperature is harmless because $D$ is negligible there. With $u=E/kT'$, $dT'=-(E/k)\,du/u^2$, and
\begin{equation}
\theta=A\int_x^\infty\frac{e^{-u}}{u^2}\,du .
\end{equation}
Integrate by parts, differentiating $e^{-u}$ and integrating $u^{-2}$:
\begin{equation}
\theta=A\left[\frac{e^{-x}}x-E_1(x)\right],\qquad
E_1(x)=\int_x^\infty\frac{e^{-u}}u\,du .
\end{equation}
Repeated integration by parts gives, for large $x$, $E_1=(e^{-x}/x)(1-1/x+2/x^2-6/x^3+\cdots)$. Thus
\begin{equation}
\theta=\frac{Ae^{-x}}{x^2}\left(1-\frac2x+\frac6{x^2}-\cdots\right)
=\frac{\tau_c}{\tau_d}\left(1-\frac2x+\frac6{x^2}-\cdots\right).
\end{equation}
The two-clock rule is the leading term for $kT\ll E$. At $T^*$ the full integral gives $\theta=0.894$ rather than 1. The condition $\theta=1$ is met at 1389 K, only 9 K higher.

Call $L\sqrt\theta$ the remaining reach. It is a diffusion length by convention; the root-mean-square displacement along one axis in an unbounded medium would be larger by $\sqrt2$.

\section*{How many vacancies remain}

Let $c(z,t)$ be the concentration of vacancies already present when cooling starts at temperature $T$. Vacancies emitted later by the surface are counted separately, which is allowed because the diffusion equation is linear. With $\zeta=z/L$ and $s=\int_0^tD\,dt'/L^2$,
\begin{equation}
\frac{\partial c}{\partial t}=D(t)\frac{\partial^2c}{\partial z^2}
\quad\Longrightarrow\quad
\frac{\partial c}{\partial s}=\frac{\partial^2c}{\partial\zeta^2}.
\end{equation}
The changing diffusivity has been absorbed into $s$, whose final value is $\theta(T)$.

The boundary conditions are $c=0$ at $\zeta=0$ and $\partial c/\partial\zeta=0$ at $\zeta=1$. The modes are $\sin\kappa_n\zeta$ with $\cos\kappa_n=0$, so $\kappa_n=(2n+1)\pi/2$, $n=0,1,2,\ldots$. For unit initial concentration the mode amplitudes are
\begin{equation}
a_n=\frac{\int_0^1\sin\kappa_n\zeta\,d\zeta}{\int_0^1\sin^2\kappa_n\zeta\,d\zeta}
=\frac{1/\kappa_n}{1/2}=\frac2{\kappa_n}.
\end{equation}
Averaging each mode over the film supplies another factor $1/\kappa_n$. The surviving fraction is therefore
\begin{equation}
f(\theta)=\sum_{n=0}^\infty\frac{8}{(2n+1)^2\pi^2}
\exp\left[-\frac{(2n+1)^2\pi^2}{4}\theta\right].
\label{eq:survival}
\end{equation}

Starting from $T^*$, the first term suffices:
\begin{equation}
f\simeq0.811\,e^{-2.467\times0.894}=0.089 .
\end{equation}
About 91\% of the original vacancies still escape. A direct integration of the diffusion equation in time, with the temperature falling, gives the same 0.089. Half are retained when cooling starts from 1272 K. The difference of 108 K from $T^*$ comes mainly from the numerical factors in Eq.~\eqref{eq:survival}, which the two-clock estimate leaves out.

The opposite limit, $\theta\ll1$, has a simple form. The back interface is then out of reach, and the profile is that of a half-space, $c=\operatorname{erf}(\zeta/2\sqrt\theta)$. The lost fraction is
\begin{equation}
1-f\simeq\int_0^\infty\operatorname{erfc}\!\left(\frac{\zeta}{2\sqrt\theta}\right)d\zeta
=2\sqrt{\frac\theta\pi},
\end{equation}
where $\int_0^\infty\operatorname{erfc}(u)\,du=1/\sqrt\pi$ follows by parts. From 1100 K the reach is 99 nm, so $\sqrt\theta=0.099$ and $f\simeq1-1.128\times0.099=0.888$, in agreement with the full sum. Only a layer near the surface is depleted.

Freezing is gradual. For starting temperatures of 1400, 1300, 1200 and 1100 K, the surviving fractions are 0.048, 0.390, 0.719 and 0.888.

\section*{A nitride film and its compensation}

The parameters lie in the regime of gallium vacancies in gallium nitride grown by metal-organic vapour deposition: a migration barrier of roughly 2 eV and growth near 1300 K. These are rough typical values. The scale $T^*$ is then above the growth temperature, so cooling starts with a reach of 545 nm, already less than the film thickness.

At 1300 K, $L^2/D=232$ s. A hold of 600 s gives $\theta=600/232=2.59$ and leaves a fraction $1.4\times10^{-3}$ of the original vacancies. This does not empty the film: the surface also emits vacancies, and the hold brings the interior towards the concentration set by the surface. If the hold has made the concentration nearly uniform and the film then cools at 1 K/s, 39\% of the vacancies present at the end of the hold remain. This counts the original vacancies only, not those that the surface keeps emitting during cooling.

In n-type material a gallium vacancy can act as a triple acceptor. If every retained vacancy stays isolated and has charge $-3e$, each vacancy present before cooling removes on average $3\times0.390=1.17$ electrons from the donors afterwards. Surface emission during cooling can only add to the vacancy count, so within this model 1.17 is a lower bound, and not a close one. If the surface concentration follows $e^{-E_f/kT}$ with an illustrative formation energy $E_f=1$, 2 or 3 eV, the total left is 0.70, 0.60 or 0.55 of the starting amount, which corresponds to 2.1, 1.8 or 1.6 electrons. Slower cooling lowers the retained fraction of the original vacancies, provided that the surface remains an effective sink.

\section*{What the clean model leaves out}

\subsection*{Binding to donors}

Let donors of density $N_d$ occupy nitrogen sites, each with four neighbouring gallium sites. If $N_s$ is the density of gallium sites, a fraction $4N_d/N_s\ll1$ of them lies beside a donor. A binding energy $E_b$ weights these sites by a Boltzmann factor, so the ratio of bound to free vacancies in local equilibrium is
\begin{equation}
K=\frac{4N_d}{N_s}e^{E_b/kT}.
\end{equation}
This assumes far fewer vacancies than donors and immobile pairs. The total concentration is $c=(1+K)c_{\rm free}$, while only $c_{\rm free}$ diffuses. Hence
\begin{equation}
\frac{\partial c}{\partial t}=D\frac{\partial^2c_{\rm free}}{\partial z^2}
=\frac{D}{1+K}\frac{\partial^2c}{\partial z^2}.
\end{equation}

Take $N_d=10^{17}\ \mathrm{cm^{-3}}$ and $N_s=4.4\times10^{22}\ \mathrm{cm^{-3}}$. For $E_b=1.0$, 1.5 and 2.0 eV, the temperature at which the reach equals $L$ becomes 1394, 1483 and 1670 K, against 1389 K without traps. Weak binding hardly matters; strong binding dominates. At 2.0 eV, $K=515$ at 1300 K and grows on cooling. The trap-free value there is $\theta=0.545^2=0.297$, so the trapped value is below $0.297/516=5.8\times10^{-4}$. The short-reach formula then gives at least about 97\% retention.

Local equilibrium needs fast capture. For a capture radius $r_c=0.5$ nm, the diffusion-limited rate $4\pi r_cDN_d$ is 2.7 s$^{-1}$ at 1300 K, whereas the slowest surface-escape rate, $D(\pi/2L)^2$, is 0.011 s$^{-1}$. The separation is ample for the slow escape from the film as a whole. Close to the surface the test is one of length: a free vacancy travels about $1/\sqrt{4\pi r_cN_d}=40$ nm before capture, whereas for 2.0 eV binding the trapped reach is below 24 nm. With this capture radius, local equilibrium fails near the surface. Coulomb attraction between the vacancy and a donor may raise $r_c$ to about 4 nm, which shortens the capture length to about 14 nm and makes the failure marginal. Slow release from the traps limits the loss there, so the 97\% retention remains a lower bound.

\subsection*{Dislocations as internal sinks}

Suppose that threading dislocations of density $\rho$ run normal to the film and absorb vacancies at radius $r_0$. Give each line a cylinder of radius $R=1/\sqrt{\pi\rho}$, with no flux through its outer wall. In the slow mode, the loss rate is nearly uniform and equals $Dk_d^2\bar c$, where $\bar c$ is the mean concentration:
\begin{equation}
\frac1r\frac{d}{dr}\left(r\frac{dc}{dr}\right)=-k_d^2\bar c .
\end{equation}
Integrating once with $c'(R)=0$, and again with $c(r_0)=0$, gives
\begin{equation}
c=\frac{k_d^2\bar c}{2}\left[R^2\ln\frac r{r_0}-\frac{r^2-r_0^2}{2}\right].
\end{equation}
For $r_0\ll R$, the area average of $\ln(r/r_0)$ is $\ln(R/r_0)-1/2$, and that of $r^2/2$ is $R^2/4$. Requiring the average of $c$ to be $\bar c$ yields
\begin{equation}
k_d^2=\frac{2}{R^2[\ln(R/r_0)-3/4]}
=\frac{2\pi\rho}{\ln(R/r_0)-3/4}.
\end{equation}

For $\rho=5\times10^8\ \mathrm{cm^{-2}}$ and $r_0=0.5$ nm, this loss is 2.3 times as fast as the slowest surface loss. Radial and depth modes separate, so the survival factors multiply: $f$ is replaced by approximately $f e^{-k_d^2L^2\theta}$, with the lowest radial mode given unit weight. Half retention moves from 1272 K down to about 1200 K. In such a film, the surface is not the main sink in the slowest mode. The total loss also contains the fast early loss near the surface: from 1200 K the two sinks take equal shares, about 0.25 each, and from 1100 K the surface takes twice as much as the dislocations.

\subsection*{A charged surface}

If the bands bend upwards by a potential $\varphi$ at a depleted surface, Poisson's equation with uniform donor charge gives a depletion width $w=\sqrt{2\varepsilon\varphi/(eN_d)}$, where $\varepsilon$ is the permittivity. A vacancy of charge $-3e$ meets the repulsive energy
\begin{equation}
U(z)=3e\varphi(1-z/w)^2,\qquad 0<z<w .
\end{equation}
The flux towards the surface is $J=De^{-U/kT}\,d(ce^{U/kT})/dz$. For steady $J$ and an absorbing surface, integration to a point beyond the depleted layer, where $U=0$, gives
\begin{equation}
c(z)=\frac JD(z+\ell),\qquad
\ell=\int_0^w\left(e^{U/kT}-1\right)dz .
\end{equation}
For the steady flux, the barrier acts as an extra thickness $\ell$ of barrier-free film. With relative permittivity 9 and the same donor density, $\ell=L$ at 1300 K for a bending of just 0.20 V, although the depleted layer is only 45 nm wide.

To see what this does to escape, let $t_e(z)$ be the mean exit time. It obeys $Dt_e''=-1$ with $t_e'(L)=0$ and, for a thin barrier, $t_e(0)=\ell t_e'(0)$. The solution is $t_e=(Lz-z^2/2+L\ell)/D$. From the back interface it equals $(L^2/2+L\ell)/D$, so $\ell=L$ triples it. A direct solution with the barrier resolved gives 0.98 of this estimate. The calculation sizes the effect only. The bending is less than $2kT/e$, where the depletion approximation is crude: keeping the electrons in Poisson's equation gives $\ell=L$ at 0.18 V and $\ell\simeq1.5L$ at 0.20 V. The length grows exponentially with bending, to about $15L$ at 0.3 V and $2000L$ at 0.5 V, where the surface would nearly cease to act as a sink for a vacancy of fixed charge $-3e$. The vacancy charge may, however, change near the surface.

\subsection*{Comparison with a real film}

The barrier, growth temperature and cooling rate used here are plausible for gallium nitride, and dislocation densities of this order occur in films on foreign substrates. The 1380 K scale is nevertheless an extrapolation above the chosen growth temperature; the nitride surface can lose nitrogen there unless a nitrogen source suppresses it. Two assumptions need checking in a real film: that the vacancies are isolated, and that the surface is their sole sink. In the cases above, donor binding of 2.0 eV raises the reach temperature by about 280 K, while dislocations lower half retention by about 70 K. A fixed surface bending of 0.2 V raises the fraction retained from 1300 K from 0.39 to about 0.86. A substrate that accepts vacancies would also remove the reflecting back interface. The estimate of 1380 K is therefore a useful scale for the stated clean model, and predicting retained compensation in a particular film requires its traps, sinks and surface charge. The numerical output lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Diffusivity prefactor: 1.0e-03 cm2/s
Migration energy: 1.90 eV
Cooling rate: 1.0 K/s
Film thickness: 1000 nm
Boltzmann constant: 8.617333e-05 eV/K
A = D0 E/(k q L^2): 2.2049e+09 (no unit)
x = E/(k T*): 15.972 (no unit)
Freezing scale T*: 1380.4 K
T* from numerical derivative: 1380.4 K
D at T*: 1.157e-10 cm2/s
Diffusion time L^2/D at T*: 86.4 s
Cooling time at T*: 86.4 s
dT*/d ln q: 76.8 K
T* at 0.1 K/s: 1223 K
T* at 10.0 K/s: 1581 K
T* at E=1.8 eV: 1312 K
T* at E=2.0 eV: 1449 K
T* at D0=1e-04 cm2/s: 1581 K
T* at D0=1e-02 cm2/s: 1223 K
T* at L=500 nm: 1281 K
T* at L=2000 nm: 1495 K
Remaining reach equals L at: 1389.2 K
theta at T*: 0.8938 (no unit)
Fraction surviving from T*: 0.0893
Same fraction, direct simulation: 0.0893
Half-retention temperature: 1272.2 K
Fraction simulated from that temperature: 0.5000
From 1400 K: reach 1071 nm, surviving fraction 0.048
From 1300 K: reach 545 nm, surviving fraction 0.390
From 1200 K: reach 249 nm, surviving fraction 0.719
From 1100 K: reach 99 nm, surviving fraction 0.888
From 1000 K: reach 33 nm, surviving fraction 0.962
Rough growth temperature: 1300 K
L^2/D at growth temperature: 232 s
Fraction left after 600 s hold: 1.38e-03
Donor density: 1.0e+17 cm-3; site density: 4.4e+22 cm-3
Trap capture radius: 0.5 nm
Trap capture rate at growth T: 2.71 s-1
Surface escape rate at growth T: 0.0106 s-1
Trap binding 1.0 eV: K at growth T 0.0684, reach=L at 1394 K
Trap binding 1.5 eV: K at growth T 5.94, reach=L at 1483 K
Trap binding 2.0 eV: K at growth T 515, reach=L at 1670 K
Dislocation density: 5.0e+08 cm-2; core radius: 0.5 nm
Dislocation/surface loss rate: 2.33 (no unit)
Half retention with dislocations: 1201 K
Relative permittivity: 9.0; vacancy charge: -3 e
Bending for barrier length = L: 0.202 V
Depletion width at that bending: 44.8 nm
Exit time, direct/estimate: 0.981 (no unit)
\end{verbatim}
